Arrival Peak of Space-Charge-Limited Ion Current in a Dielectric Film

When a voltage step drives copper ions through a dielectric film, the current can pass through a maximum, and the time t₁ of that maximum is used to calculate the ion mobility μ. The calculation needs a prefactor. If the ions crossed the film of thickness L in the uniform field V/L, one would write μ = L²/(V t₁). If the contact supplies as many ions as the field will accept, their own charge speeds up the leading ions, and the right choice is

μ = 0.787 L²/(V t₁).   (1)

Choosing the uniform-field formula instead gives a mobility 27 % too high, relative to (1). The prefactor is 2(1 − e^(−1/2)) = 0.7869, which is 0.787 when rounded and 0.786 when truncated.

**Model and units**

The film lies between planar electrodes at x = 0 and x = L and has permittivity ε. It holds no mobile ions before t = 0, when a constant voltage V is applied. Positive ions enter at x = 0, drift with velocity μE and are discharged at x = L. Diffusion, trapping, fixed charge and electronic conduction are neglected. The supply is unlimited: whenever the field at the contact is positive, more ions enter, until their charge has brought it to zero. Hence E(0,t) = 0 for t > 0.

Gauss's law and charge conservation for the ion charge density ρ read

ε ∂E/∂x = ρ,   ∂ρ/∂t + ∂(μρE)/∂x = 0.   (2)

Inserting the first equation in the time derivative of the second gives

∂/∂x [ε ∂E/∂t + μρE] = 0.   (3)

The bracket, displacement current plus drift current, is therefore the same at every x. It is the current density J(t) measured in the external circuit.

From here on, x is measured in L, E in V/L, ρ in εV/L², and time in the nominal transit time

t₀ = L²/(μV).   (4)

The displacement term then has the unit ε(V/L)/t₀ = εμV²/L³, which becomes the unit of J. The drift term has the same unit, μ(εV/L²)(V/L). With ρ = ∂E/∂x, the current equation and the voltage condition become

J(t) = ∂E/∂t + E ∂E/∂x,   ∫₀¹ E dx = 1.   (5)

An ion moves with dx/dt = E. The right side of the current equation is thus the rate of change of the field seen by a moving ion:

dE/dt = J(t) along an ion path.   (6)

**Current from the field at the far electrode**

Integrate the current equation in (5) over the film. The left side stays J, because J does not depend on x. The displacement term gives the time derivative of the voltage, which is zero. The drift term is the derivative of E²/2, so

J = ½[E(1,t)² − E(0,t)²] = ½E_L²,   E_L ≡ E(1,t).   (7)

This holds before and after the first ions arrive, as long as the voltage is constant and the contact field is zero. By Gauss's law, E_L is also the total ion charge in the film per unit area, in units of εV/L.

**Motion of the front**

At t = 0 the field is 1 throughout the film. To bring the contact field to zero, the supply places a thin sheet of charge 1 at x = 0. Inside the sheet the field climbs from 0 to 1, so its ions start with different velocities and the sheet spreads. The leading ions feel the full field E = 1.

Ahead of the leading ions there is no charge, and the field there is uniform and equal to E_L. With ∂E/∂x = 0 at x = 1, (5) and (7) give

dE_L/dt = J = ½E_L²,   E_L(0) = 1.   (8)

Separating variables, ∫dE_L/E_L² = ∫dt/2, so 1 − 1/E_L = t/2 and

E_L = 1/(1 − t/2),   J = 1/[2(1 − t/2)²].   (9)

The current starts at ½ and rises, because more ions enter and because the field ahead of them grows. The front, at x_f, moves in this field:

dx_f/dt = 1/(1 − t/2),   x_f = −2 ln(1 − t/2).   (10)

It reaches the far electrode when x_f = 1, that is, when 1 − t₁/2 = e^(−1/2). Therefore

t₁ = 2(1 − e^(−1/2)) = 0.787,   (11)

E_L(t₁) = e^(1/2) = 1.649,   J(t₁) = e/2 = 1.359.   (12)

In ordinary units,

t₁ = 0.787 L²/(μV),   J(t₁) = 1.359 εμV²/L³.   (13)

The field at the front rises from 1 to 1.649 during the flight, which is why the transit is shorter than t₀.

**A limited supply**

A contact that can deliver a single sheet of charge Q ≤ 1, and nothing afterwards, shows how the prefactor depends on the supply. The contact field is now E₀ = E_L − Q, which need not vanish. The first equality in (7) still holds, and factoring the difference of squares gives

dE_L/dt = J = ½(E_L − E₀)(E_L + E₀) = Q(E_L − Q/2).   (14)

The difference E_L − Q/2 grows exponentially from its initial value 1 − Q/2, so

E_L = Q/2 + (1 − Q/2)e^(Qt).   (15)

Integrating the front velocity E_L and setting x_f = 1 gives the arrival condition

Qt/2 + (1 − Q/2)(e^(Qt) − 1)/Q = 1.   (16)

For small Q, expand the exponential to second order. The terms +Qt/2 and −Qt/2 cancel, leaving t + Qt²/2 = 1 to first order in Q, so t ≈ 1 − Q/2. A weak packet takes the nominal transit time t₀, as it must when its own field is negligible. For Q = 1, (16) becomes t + e^t = 3, with the solution t = 0.792. This is close to 0.787: most of the shortening comes from the charge injected at the start, and the ions that follow add little. The prefactor thus moves from 0.79 towards 1 as the initial charge falls from εV/L to a small fraction of it.

**Why the current falls on arrival**

Equation (11) gives an arrival time. To show that it is also the time of a maximum, we need the density of the ions that reach x = 1 afterwards.

Return to the unlimited supply. An ion of the initial sheet that starts in the field E_i, with 0 ≤ E_i ≤ 1, obeys (6), so at time t

E = E_i + A(t),   x = E_i t + B(t),   (17)

where A is the integral of J from 0 to t and B is the integral of A. At fixed t, a change dE_i changes E by dE_i and x by t dE_i. Hence ρ = ∂E/∂x = 1/t throughout the spreading sheet.

An ion that enters later, at time τ, starts with E = 0. Integrating (6) once gives its field, and integrating again, with the order of the two integrations exchanged, gives its position:

E = ∫_τ^t J(s) ds,   x = ∫_τ^t (t − s)J(s) ds.   (18)

At fixed t, ∂E/∂τ = −J(τ) and ∂x/∂τ = −(t − τ)J(τ). Their ratio is ρ = 1/(t − τ). In both cases the density is the inverse of the time that the ions have spent in the film.

Let T be that time for the ions now arriving at x = 1. Writing (5) at x = 1 with ρ = 1/T and using (7),

dE_L/dt = ½E_L² − E_L/T.   (19)

While ions of the initial sheet are arriving, T = t. Since J = ½E_L², its slope is E_L dE_L/dt. Just before and just after t₁ this is

before: ½e^(3/2) = 2.24,
after: ½e^(3/2) − e/t₁ = 2.24 − 3.45 = −1.21.   (20)

The current is continuous but its slope changes sign abruptly. The maximum is a cusp. The drop in slope, e/t₁, comes from the charge density that reaches the electrode with the front: before arrival the field there could only grow, whereas now charge leaves the film.

**The minimum after the peak**

Equation (19) with T = t is solved by u = 1/E_L. Dividing by −E_L² gives du/dt = u/t − ½. Now put u = t w. The left side is w + t dw/dt and the first term on the right is w, so t dw/dt = −½ and

E_L = 1/(t w),   w = c − ½ ln(t/t₁).   (21)

The constant follows from E_L(t₁) = e^(1/2):

c = e^(−1/2)/t₁ = 1/[2(e^(1/2) − 1)] = 0.771.   (22)

By (19) the field is stationary when E_L = 2/t, which by (21) means w = ½. Then

t_min = t₁ e^(2c−1) = 1.352,   J_min = ½(2/t_min)² = 1.093.   (23)

For this to hold, the initial sheet must still be arriving at t_min. Let E_i(t) be the starting field of the sheet ion that reaches x = 1 at time t. Setting x = 1 in (17) and differentiating gives 0 = t dE_i/dt + E_i + A. The last two terms add up to E_L, so

dE_i/dt = −E_L/t,   E_i(t₁) = 1.   (24)

The last ion of the sheet has E_i = 0. Numerical integration of (24) with (21) puts its arrival at t₂ = 1.514, which is later than t_min. Between t_min and t₂ the current rises again. At t₂, (21) gives w = 0.444, E_L = 1.49 and J = 1.11, still well below the peak.

**No later maximum is as high**

After t₂ the arriving ions are those that entered at τ > 0. Equation (18) with x = 1 gives a condition on their transit time T:

1 = ∫_{t−T}^t (t − s)J(s) ds.   (25)

Suppose that after t₂ the current had a local maximum J_m at least as high as every earlier value, and take the first time after t₂ at which it reaches J_m. Just before that time J is smaller than J_m, so replacing J by J_m in (25) makes the integral larger:

1 < J_m T²/2,   or   2/T < (2J_m)^(1/2).   (26)

At a maximum dE_L/dt = 0, and (19) requires E_L = 2/T. Equation (7) requires E_L = (2J_m)^(1/2). These two statements contradict (26), so no such record maximum exists.

The current could then reach e/2 again in one way: by rising through it and never returning, since a return would imply a record maximum in between. Suppose this happened, and wait until all the ions in the film have entered after the crossing. For an ion that has spent a time a in the film, (18) with J ≥ e/2 gives x ≥ ea²/4, so a ≤ 2(x/e)^(1/2). The density is 1/a, hence

∂E/∂x ≥ ½(e/x)^(1/2),   E ≥ (ex)^(1/2),   (27)

∫₀¹ E dx ≥ (2/3)e^(1/2) = 1.099.   (28)

The voltage is 1, so this is impossible. Within the model, the cusp at t₁ is the absolute maximum of the current for t > 0.

In the steady state (5) reduces to J = E dE/dx, so E = (2Jx)^(1/2). The voltage condition (2/3)(2J)^(1/2) = 1 gives

J_∞ = 9/8 = 1.125.   (29)

The peak is higher by the factor (e/2)/(9/8) = 4e/9 = 1.208. This ratio contains neither mobility nor thickness, so it can be compared with a measured curve without using the mobility being sought. Diffusion and leakage change it, as described below, and agreement in this one number does not show that the whole curve is ideal.

The derivation was tested by following discrete charge sheets, each carrying 1/2000 of εV/L, in the field given by Gauss's law and the fixed voltage. The current peaked at 0.7870 with height 1.3590. From t = 0.01 until 0.01 before the departure of the initial sheet, it differed from (9) and (21) by at most 0.0005 in the unit of J. The largest later value was 1.134, and the mean between 5 and 6 transit times was 1.125.

**Example: a 500 nm film at 473 K**

Take L = 500 nm, V = 10 V, relative permittivity 2.7 and μ = 10⁻¹² cm²/Vs. These are round, rough values chosen for copper ions in an organosilicate low-k test film, heated under bias and without a barrier layer. The mean field is 0.20 MV/cm. With L = 5 × 10⁻⁵ cm,

t₀ = (2.5 × 10⁻⁹ cm²)/(10⁻¹² cm²/Vs × 10 V) = 250 s,

t₁ = 0.787 × 250 s = 197 s, or 3.3 min.   (30)

The unit of current density, εμV²/L³, is 191 pA/cm². The current therefore starts at ½ × 191 = 96 pA/cm², peaks at 1.359 × 191 = 260 pA/cm², dips to 209 pA/cm² at 338 s and settles at 215 pA/cm². In this ideal model the dip lies only 3 % below the steady value, so it is much harder to resolve than the peak. At the peak the film holds 4.9 × 10¹¹ ions per cm², and the largest field is 1.649 × 0.20 = 0.33 MV/cm. An assumed breakdown field of 4 MV/cm is 12 times larger.

**What the neglected effects do**

The thermal energy is 0.041 eV, so kT/qV = 0.004, where q is the ion charge. This ratio looks negligible, but even in a uniform field diffusion would spread a sharp front by (2Dt₁)^(1/2), with D = μkT/q. In units of L this is (2 × 0.00408 × 0.787)^(1/2) = 0.08, or 40 nm. Its square-root dependence makes the front much less sharp than the small ratio suggests.

A drift-diffusion calculation with a fixed ion density of 10¹⁸ cm⁻³ at the contact, an assumed value, moves the peak to 190 s and 283 pA/cm². Relative to the ideal model the time falls by 3.3 % and the height rises by 9.0 %. The steady current rises more, to 258 pA/cm², so the ratio of peak to steady current is 1.10 instead of 1.208, and the dip is only about 1 % deep. A ratio below 1.208 therefore does not by itself rule out the use of (1). The curve as a whole changes more than its peak time: between 0.1 t₀ and 1.2 t₀ the root-mean-square difference is 0.19 in the unit of J. With the diffusivity reduced to a third and the contact density unchanged, the time shift shrinks to about −1 %, the rise in height to between 2 and 3 %, and the difference to 0.08. The ideal curve is thus approached as diffusion weakens, but for this film the peak time is a much safer quantity than the shape.

Blurring of a cusp alone would lower it, yet the peak rises. The calculations made here do not isolate the cause of the rise.

Applied to the peak at 190 s, (1) returns a mobility of 1.03 × 10⁻¹² cm²/Vs, 3 % above the value put in. The uniform-field formula returns 1.31 × 10⁻¹² cm²/Vs. The prefactor is worth keeping, though its third digit has no meaning here.

Three further changes were made one at a time, with diffusion retained; the shifts are relative to the run with diffusion.

A contact density ten times lower delays the peak by 5.4 % and lowers it by 7.7 %. This brings it to about 200 s and 261 pA/cm², close to the ideal values. In the height, the weaker supply offsets the rise found with diffusion, so the agreement does not show that either is negligible.

Field-assisted hopping multiplies the mobility by sinh(y)/y, with y = qaE/(2kT). For an assumed hop length a = 1 nm it shifts the time by −1.4 % and the height by +0.6 %. At a field of 2 MV/cm the same formula has y = 2.45 and a factor of 2.35, so a constant mobility should not be carried over to such a stress.

An assumed electronic conductivity of 10⁻¹⁶ S/cm delays the peak by 1.8 % and raises it by 11 %. At fixed voltage the leakage current averaged over the film is σV/L = 20 pA/cm², which accounts for 7 % of the 283 pA/cm². The rest is an increase in the ion current, because the electronic conduction also redistributes charge. Subtracting a constant leakage background therefore does not recover the height found without leakage. The time is less affected. The dielectric relaxation time ε/σ, about 2400 s, is twelve times t₁, so electronic conduction can redistribute only a small part of the charge before the peak. Later it matters more. With this conductivity the current does not settle after the peak: it passes through a minimum, rises again and by 2t₀ = 500 s exceeds the peak value. The transit time must then be read from the first maximum after the initial transient, not from the highest current in a long record.

**Use with real films**

For copper in a low-k dielectric the mobility depends strongly on the film and on temperature, and the value used here is an order-of-magnitude choice. The thickness suits a planar test capacitor; the spacing between neighbouring lines in advanced interconnects is far smaller. At fixed voltage a thinner film also has a higher field, so the constant-mobility condition must be checked again. The assumption most open to doubt is the sudden, unlimited supply. Copper must first be ionised at the interface, and a barrier layer is there to prevent its entry. If the supply is a single weak packet, (16) moves the prefactor from 0.79 towards 1, a change of up to 27 %. If ions enter slowly over a time comparable with t₀, the current may show no transit peak at all, or its maximum may depend on the supply as well as the transit, and (1) does not apply.

Temperature can matter more than any of the corrections computed above. With an assumed activation energy of 0.9 eV, the mobility at 473 K changes by 4.7 % per kelvin, so an error of one kelvin outweighs the 3.3 % shift due to diffusion. At 373 K, with voltage and thickness held fixed, the mobility is lower by a factor of 372 and the ideal peak time grows from 197 s to about 20 h. That extrapolation rests on a single activation energy over the whole range. It gives the time at which the first ions cross the film, which is not in itself a time to failure.

The numerical output lists most of these quantities, many with further digits.

Values computed for the example and the checks

```
REDUCED RESULTS (t in t0, J in eps mu V^2/L^3)
peak time: formula 0.78694, sheets 0.7870
peak J: formula 1.3591, sheets 1.3590
J just after t=0: 0.5000
steady J: formula 1.1250, sheets 1.1249
peak J / steady J: 1.2081
field at far electrode at peak: 1.6487 V/L
slope before peak: 2.241, sheets 2.223
slope after peak: -1.213, sheets -1.197
fan constant c: 0.7707
minimum: time 1.3524, J 1.0935
minimum J from sheets: 1.0930
fan has left: formula 1.5138, sheets 1.5140
largest J after that, sheets: 1.1337
largest curve error before that: 0.0005
density times age at far electrode: 0.9998
transit integral: 0.9993
voltage needed to hold peak J: 1.0991 V
EXAMPLE INPUTS (rough, chosen)
thickness 500 nm, voltage 10 V, T 473 K
relative permittivity 2.7, mobility 1e-12 cm2/Vs
EXAMPLE RESULTS
mean field: 0.200 MV/cm
nominal transit time t0: 250.0 s
peak time t1: 196.7 s = 3.28 min
current unit eps mu V^2/L^3: 191.3 pA/cm2
initial current: 95.6 pA/cm2
peak current: 259.9 pA/cm2
minimum current: 209.1 pA/cm2 at 338.1 s
steady current: 215.2 pA/cm2
peak field: 0.330 MV/cm
ions in film at peak: 4.92e+11 cm^-2
NEGLECTED EFFECTS
kT: 0.04076 eV, kT/qV: 0.00408
diffusivity mu kT/q: 4.08e-14 cm2/s
assumed contact density: 1e+18 cm^-3
diffusion + contact: peak time 190.2 s, J 283.3 pA/cm2
  change from ideal: time -3.3 %, J +9.0 %
  with diffusion/3: time -1.2 %, J +2.5 %
  rms curve gap: 0.1907, with diffusion/3 0.0798
next three: change from the diffusion + contact run
contact density/10: time +5.4 %, J -7.7 %
hopping, 1 nm assumed: time -1.4 %, J +0.6 %
leakage, 1e-16 S/cm assumed: time +1.8 %, J +11.1 %
dielectric relaxation time eps/sigma: 2391 s
assumed breakdown field: 4.0 MV/cm, 12.1 times peak field
assumed activation energy: 0.9 eV
mobility change per kelvin: 4.7 %
at 373 K: slower by 372, peak time 20.3 h
```
